# Cell size below which macroscopic screening fails: Resta model and image energy: a numerical check

```python
# Image energy of a rigid charge Q=1 (form factor f=exp(-sigma^2 q^2/2)) in a simple cubic cell of
# side L with G=0 dropped, in a linear medium W(q)=4 pi/(q^2 eps(q)). Hartree atomic units.
# Result under test: with 1/eps = 1/eps0 + a q^2 + b q^4 + ..., ell^2 = a eps0,
#   dE = E_per - E_iso = -alpha/(2 eps0 L) - 2 pi (ell^2 - sigma^2)/(eps0 L^3) + short-range rest.
# Resta: eps(q)=(k0^2+q^2)/(k0^2 sinc(qR)/eps0+q^2), eps0=sinh(k0 R)/(k0 R),
#   ell^2=(eps0-1)/k0^2-R^2/6; h(r)=V(r)-1/(eps0 r) vanishes for r>R.
# alpha: Madelung constant; gamma: strength of cubic harmonic K4 in the dispersive part h(q).
import numpy as np, sympy as sp, mpmath as mp
from scipy.optimize import brentq
from scipy.special import erfc, gammaincc, gamma as Gam
from scipy.constants import physical_constants as pc
pi = np.pi
EV = pc['Hartree energy in eV'][0]; ANG = pc['Bohr radius'][0]*1e10; MEV = 1e3*EV
xg, wg = np.polynomial.legendre.leggauss(16)
def integ(fun, lo, hi, panels=300):
    e = np.linspace(lo, hi, panels+1); half = 0.5*np.diff(e)[:, None]
    return np.sum(half*wg*fun(0.5*(e[1:]+e[:-1])[:, None]+half*xg))
def lattice(n):
    m = np.arange(-n, n+1); x, y, z = [v.ravel() for v in np.meshgrid(m, m, m, indexing='ij')]
    keep = (x*x+y*y+z*z) > 0
    return x[keep], y[keep], z[keep]
def K4(x, y, z): return (x**4.+y**4.+z**4.)/(x*x+y*y+z*z)**2.-0.6

eps0, rs, L0, sig0, gam = 10.0, 2.0, 20.0, 1.0, 0.3
kF = (9*pi/4)**(1/3)/rs; k0 = np.sqrt(4*kF/pi)
def radius(e): return brentq(lambda x: np.sinh(x)/x-e, 1e-3, 30, xtol=1e-14)/k0
R = radius(eps0); ell2 = (eps0-1)/k0**2-R**2/6; a = ell2/eps0; ell = np.sqrt(ell2)
inv_resta = lambda q: (k0**2*np.sinc(q*R/pi)/eps0+q*q)/(k0**2+q*q)
inv_const = lambda q: 0*q+1/eps0
inv_pole = lambda q: 1/(1+1/(1/(eps0-1)+q*q/k0**2))
r_h = lambda r: (np.sinh(k0*(R-r))-k0*(R-r))/np.sinh(k0*R)   # r h(r), r<R

# symbolic: Thomas-Fermi equation, matching at R, small-q series
r, k, Rs, e, q = sp.symbols('r k R e q', positive=True)
V = sp.sinh(k*(Rs-r))/(r*sp.sinh(k*Rs))+k/sp.sinh(k*Rs)
assert sp.simplify(sp.diff(r*V, r, 2)/r-k**2*(V-V.subs(r, Rs))) == 0
assert sp.simplify(sp.diff(V, r).subs(r, Rs)+k/(Rs*sp.sinh(k*Rs))) == 0
assert sp.limit(r*V, r, 0) == 1
ser = sp.expand(sp.series((k**2*sp.sin(q*Rs)/(e*q*Rs)+q**2)/(k**2+q**2), q, 0, 6).removeO())
assert sp.simplify(ser.coeff(q, 2)-((e-1)/k**2-Rs**2/6)/e) == 0
b = float(ser.coeff(q, 4).subs({k: k0, Rs: R, e: eps0}))
# real-space potential against eps(q); moments of h and of the induced charge
for qq in (0.3, 1.0, 3.0):
    assert abs(integ(lambda s: r_h(s)*np.sin(qq*s), 0, R)*qq-(inv_resta(qq)-1/eps0)) < 1e-12
assert abs(integ(lambda s: s*r_h(s), 0, R)-a) < 1e-12
shell_ind = lambda s: -k0**2*s*np.sinh(k0*(R-s))/np.sinh(k0*R)
q_ind = integ(shell_ind, 0, R); m2_ind = integ(lambda s: s*s*shell_ind(s), 0, R)
assert abs(q_ind+1-1/eps0) < 1e-12 and abs(-m2_ind/6-a) < 1e-12

# Madelung constant: Ewald against a plane-wise zeta-function formula
x8, y8, z8 = lattice(8); d8 = np.sqrt(x8**2+y8**2+z8**2); eta = 2.0
alpha = -(np.sum(erfc(eta*d8)/d8)+np.sum(np.exp(-(pi*d8/eta)**2)/(pi*d8**2))-2*eta/np.sqrt(pi)-pi/eta**2)
p = d8[z8 == 0]
alpha2 = -(4*float(mp.zeta(0.5)*mp.dirichlet(0.5, [0, 1, 0, -1]))+pi/3+2*np.sum(1/(p*np.expm1(2*pi*p))))
assert abs(alpha-alpha2) < 1e-11

def E_iso(inv, s): return integ(lambda t: np.exp(-(s*t)**2)*inv(t), 0, 6.5/s)/pi
def E_per(inv, L, s, g=0.0):
    x, y, z = lattice(int(6.2*L/(2*pi*s))+1); G2 = (2*pi/L)**2*(x*x+y*y+z*z)
    w = 1/eps0+(inv(np.sqrt(G2))-1/eps0)*(1+g*K4(x, y, z))
    return 2*pi/L**3*np.sum(np.exp(-s*s*G2)*w/G2)
def dE(inv, L, s, g=0.0): return E_per(inv, L, s, g)-E_iso(inv, s)
mad = lambda L: -alpha/(2*eps0*L)
cubic = lambda l2, L, s: -2*pi*(l2-s*s)/(eps0*L**3)
for s, Ls in ((1.0, (16, 20, 30, 40)), (0.25, (7, 8, 12)), (3.0, (45,))):
    for L in Ls: assert abs(dE(inv_resta, L, s)-mad(L)-cubic(ell2, L, s)) < 1e-11
slope = np.log((dE(inv_resta, 40, 1.)-mad(40))/(dE(inv_resta, 16, 1.)-mad(16)))/np.log(40/16)
assert abs(slope+3) < 1e-6
assert abs(dE(inv_resta, 36, ell)-mad(36)) < 1e-11       # cancellation at sigma=ell
# breakdown below R: rest equals the lattice sum of the Gaussian-smoothed h
Ls, s = 3.0, 0.25; v = 2*s*s
rest = dE(inv_resta, Ls, s)-mad(Ls)-cubic(ell2, Ls, s)
smooth = lambda d: integ(lambda t: r_h(t)*(np.exp(-(t-d)**2/(2*v))-np.exp(-(t+d)**2/(2*v))), 0, R, 60)/(d*np.sqrt(2*pi*v))
rest_real = 0.5*sum(smooth(d) for d in Ls*d8[d8 < 3.1])
rest_point = 0.5*sum(r_h(d)/d for d in Ls*d8 if d < R)
assert rest > 1e-3 and abs(rest-rest_real) < 1e-10
# single-pole model: exponential rest
ell2p = (eps0-1)**2/(eps0*k0**2); kap = k0*np.sqrt(eps0/(eps0-1)); tail = {}
for L in (6., 8., 12.):
    tail[L] = dE(inv_pole, L, s)-mad(L)-cubic(ell2p, L, s)
    yuk = 0.5*(1-1/eps0)*np.exp((kap*s)**2)*np.sum(np.exp(-kap*L*d8)/(L*d8))
    assert abs(tail[L]-yuk) < 1e-11
# thresholds checked against direct sums
disp = lambda L, sg=0.5: dE(inv_resta, L, sg)-dE(inv_const, L, sg)
Lstar = lambda l2, t: np.sqrt(4*pi*l2/(alpha*t))
for t in (0.10, 0.05): assert abs(disp(Lstar(ell2, t))/mad(Lstar(ell2, t))-t) < 1e-8
assert abs(disp(Lstar(ell2, .01), 1.)/mad(Lstar(ell2, .01))-.01) < 1e-8
delta = 10/MEV; Ldel = (2*pi*a/delta)**(1/3)
assert abs(disp(Ldel)+delta) < 1e-11
over = lambda L: (eps0*inv_resta(2*pi/L)-1)/(disp(L, L/30)/mad(L))
assert abs(over(300.)/(pi*alpha)-1) < 2e-3               # residual is the b q^4 term
# potential plateau and its weight in the energy
def V_far(inv, L, sg, corner):
    x, y, z = lattice(int(8.8*L/(2*pi*sg))+1); G2 = (2*pi/L)**2*(x*x+y*y+z*z)
    sign = 1-2*(((x+y+z) if corner else x) % 2)
    return 4*pi/L**3*np.sum(sign*np.exp(-sg*sg*G2/2)*inv(np.sqrt(G2))/G2)
m = np.arange(-6, 6)+0.5; dc = np.sqrt(m[:, None, None]**2+m[None, :, None]**2+m[None, None, :]**2)
V_point = (np.sum(erfc(eta*dc)/dc)+np.sum((1-2*((x8+y8+z8) % 2))*np.exp(-(pi*d8/eta)**2)/(pi*d8**2))-pi/eta**2)/(eps0*L0)
dV_disp = V_far(inv_resta, L0, sig0, True)-V_far(inv_const, L0, sig0, True)
dV_edge = V_far(inv_resta, L0, sig0, False)-V_far(inv_const, L0, sig0, False)
dV_shape = V_far(inv_const, L0, sig0, True)-V_point
assert abs(dV_edge/dV_disp-1) < 1e-5
assert abs(dV_disp+dV_shape+4*pi*(ell2-sig0**2/2)/(eps0*L0**3)) < 1e-11
w_disp = disp(L0, sig0)/dV_disp; w_shape = (dE(inv_const, L0, sig0)-mad(L0))/dV_shape
assert abs(w_disp-0.5) < 1e-6 and abs(w_shape-1) < 1e-6
# cubic anisotropy
phi = np.linspace(0, 2*pi, 32, endpoint=False); ct = xg[:, None]; st = np.sqrt(1-ct**2)
assert abs(np.sum(wg[:, None]*K4(st*np.cos(phi), st*np.sin(phi), ct+0*phi))) < 1e-12
def Z(u):
    t = pi*d8**2; inc = lambda c: Gam(c)*gammaincc(c, t)/t**c
    return pi**u/Gam(u)*np.sum(K4(x8, y8, z8)*d8**4*(inc(u)+inc(5.5-u)))
Z2, Z1 = Z(2.), Z(1.)
an3 = lambda L: 2*pi*gam*a*Z2/L**3
an5 = lambda L, sg: 2*pi*gam*(2*pi)**2*(b-a*sg*sg)*Z1/L**5
for L in (16, 20, 30, 40):
    assert abs(E_per(inv_resta, L, 1., gam)-E_per(inv_resta, L, 1.)-an3(L)-an5(L, 1.)) < 1e-11

print(f"inputs: eps0={eps0:g}, rs={rs:g} bohr, Q=1, L={L0:g} bohr, sigma={sig0:g} bohr, gamma={gam:g}")
print(f"kF = {kF:.4f} 1/bohr, k0 = {k0:.4f} 1/bohr")
print(f"k0 R = {k0*R:.4f}, R = {R:.4f} bohr")
print(f"(eps0-1)/k0^2 = {(eps0-1)/k0**2:.4f} bohr^2, R^2/6 = {R*R/6:.4f} bohr^2")
print(f"ell^2 = {ell2:.4f} bohr^2, ell = {ell:.4f} bohr")
print(f"a = {a:.5f} bohr^2, b = {b:.5f} bohr^4")
print(f"induced charge = {q_ind:.4f} e, second moment = {m2_ind:.4f} e bohr^2")
print(f"alpha = {alpha:.6f}, pi*alpha = {pi*alpha:.4f}")
print(f"L=20: Madelung = {mad(L0):.6e} Ha = {mad(L0)*MEV:.2f} meV")
print(f"L=20: dispersion term = {cubic(ell2, L0, 0):.6e} Ha = {cubic(ell2, L0, 0)*MEV:.3f} meV")
print(f"L=20: shape term = {cubic(0, L0, sig0):.6e} Ha")
print(f"L=20: E_per = {E_per(inv_resta, L0, sig0):.9f} Ha, E_iso = {E_iso(inv_resta, sig0):.9f} Ha")
print(f"L=20: dE direct = {dE(inv_resta, L0, sig0):.9f} Ha, formula = {mad(L0)+cubic(ell2, L0, sig0):.9f} Ha")
print(f"L=20: dispersion/Madelung = {disp(L0)/mad(L0):.4f}")
print(f"L=20: G1 = {2*pi/L0:.4f} 1/bohr, eps(G1) = {1/inv_resta(2*pi/L0):.4f}, eps0/eps(G1)-1 = {eps0*inv_resta(2*pi/L0)-1:.4f}")
print(f"naive/true measure: {over(L0):.3f} at L=20 bohr, {over(300.):.3f} at L=300 bohr")
print(f"log slope of dE-Madelung, L=16 to 40 bohr: {slope:.7f}")
for t in (0.10, 0.05, 0.01):
    print(f"eta={t:.2f}: L* = {Lstar(ell2, t):.2f} bohr = {Lstar(ell2, t)*ANG:.2f} A; single pole {Lstar(ell2p, t):.2f} bohr")
print(f"delta = 10 meV = {delta:.4e} Ha: L = {Ldel:.2f} bohr = {Ldel*ANG:.2f} A")
print(f"L=3, sigma=0.25: Madelung = {mad(Ls):.5f} Ha, L^-3 term = {cubic(ell2, Ls, s):.5f} Ha")
print(f"L=3: rest direct = {rest:.6f} Ha, real-space = {rest_real:.6f} Ha, point limit = {rest_point:.6f} Ha")
print(f"single pole: ell^2 = {ell2p:.4f} bohr^2, ell = {np.sqrt(ell2p):.4f} bohr, kappa = {kap:.4f} 1/bohr")
print("single pole rest, sigma=0.25: "+", ".join(f"L={L:g}: {t:.3e} Ha" for L, t in tail.items()))
print(f"L=20 plateau: dispersion = {dV_disp:.6e} Ha/e (corner), {dV_edge:.6e} Ha/e (mid-edge)")
print(f"L=20 plateau: shape = {dV_shape:.6e} Ha/e")
print(f"energy/(Q dV): dispersion {w_disp:.6f}, shape {w_shape:.6f}")
print(f"Z(2) = {Z2:.6f}, Z(1) = {Z1:.6f}, 1-gamma Z(2) = {1-gam*Z2:.4f}")
print(f"L=20 anisotropy: L^-3 part = {an3(L0):.6e} Ha, L^-5 part = {an5(L0, sig0):.6e} Ha")
print(f"L=20 anisotropy direct = {E_per(inv_resta, L0, sig0, gam)-E_per(inv_resta, L0, sig0):.6e} Ha")
for ee in (5., 10., 20.):
    Re = radius(ee); l2 = (ee-1)/k0**2-Re**2/6
    print(f"eps0={ee:g}: R = {Re:.3f} bohr, ell = {np.sqrt(l2):.3f} bohr, L*(0.05) = {Lstar(l2, .05):.2f} bohr")
print("all assertions hold")
```

Running it gives:

```
inputs: eps0=10, rs=2 bohr, Q=1, L=20 bohr, sigma=1 bohr, gamma=0.3
kF = 0.9596 1/bohr, k0 = 1.1053 1/bohr
k0 R = 4.4999, R = 4.0711 bohr
(eps0-1)/k0^2 = 7.3663 bohr^2, R^2/6 = 2.7623 bohr^2
ell^2 = 4.6041 bohr^2, ell = 2.1457 bohr
a = 0.46041 bohr^2, b = -0.14793 bohr^4
induced charge = -0.9000 e, second moment = -2.7624 e bohr^2
alpha = 2.837297, pi*alpha = 8.9136
L=20: Madelung = -7.093244e-03 Ha = -193.02 meV
L=20: dispersion term = -3.616025e-04 Ha = -9.840 meV
L=20: shape term = 7.853982e-05 Ha
L=20: E_per = 0.065243951 Ha, E_iso = 0.072620257 Ha
L=20: dE direct = -0.007376306 Ha, formula = -0.007376306 Ha
L=20: dispersion/Madelung = 0.0510
L=20: G1 = 0.3142 1/bohr, eps(G1) = 6.9431, eps0/eps(G1)-1 = 0.4403
naive/true measure: 8.637 at L=20 bohr, 8.912 at L=300 bohr
log slope of dE-Madelung, L=16 to 40 bohr: -3.0000000
eta=0.10: L* = 14.28 bohr = 7.56 A; single pole 17.14 bohr
eta=0.05: L* = 20.19 bohr = 10.69 A; single pole 24.23 bohr
eta=0.01: L* = 45.16 bohr = 23.90 A; single pole 54.19 bohr
delta = 10 meV = 3.6749e-04 Ha: L = 19.89 bohr = 10.53 A
L=3, sigma=0.25: Madelung = -0.04729 Ha, L^-3 term = -0.10569 Ha
L=3: rest direct = 0.009298 Ha, real-space = 0.009298 Ha, point limit = 0.006591 Ha
single pole: ell^2 = 6.6297 bohr^2, ell = 2.5748 bohr, kappa = 1.1651 1/bohr
single pole rest, sigma=0.25: L=6: 4.885e-04 Ha, L=8: 3.390e-05 Ha, L=12: 2.084e-07 Ha
L=20 plateau: dispersion = -7.232050e-04 Ha/e (corner), -7.232050e-04 Ha/e (mid-edge)
L=20 plateau: shape = 7.853982e-05 Ha/e
energy/(Q dV): dispersion 0.500000, shape 1.000000
Z(2) = 1.114797, Z(1) = 0.451103, 1-gamma Z(2) = 0.6656
L=20 anisotropy: L^-3 part = 1.209340e-04 Ha, L^-5 part = -6.381615e-06 Ha
L=20 anisotropy direct = 1.145524e-04 Ha
eps0=5: R = 3.237 bohr, ell = 1.236 bohr, L*(0.05) = 11.63 bohr
eps0=10: R = 4.071 bohr, ell = 2.146 bohr, L*(0.05) = 20.19 bohr
eps0=20: R = 4.858 bohr, ell = 3.409 bohr, L*(0.05) = 32.08 bohr
all assertions hold
```
